# A vacancy level at the band edge of a gapped honeycomb lattice

Suppose a two-species honeycomb layer has a gap of 3 eV, and the level of a vacancy is drawn in the middle of it. In the model treated here that drawing misplaces the level by 1.5 eV. It also suggests a compact defect state, well separated from both bands. The model has neither: the level lies at a band edge, and its wavefunction spreads so far that its weight near the vacancy depends on the size of the cell used to compute it.

## The belief and its appeal

The belief is that a vacancy in a gapped honeycomb lattice must give a midgap level. It starts from something true. With equal site energies and hopping between the two sublattices alone, removing one site leaves a state at zero energy, where the two bands touch. If a staggered site energy then opens a gap symmetrically about zero, it seems natural that the state should stay at zero, now with empty gap on either side.

A second argument treats the vacancy as a very strong impurity. A strong local potential can pull a level deep into a gap, so an infinitely strong one might be expected to pull it to the centre.

The first argument overlooks on which sites the state lives. The second stops at a finite potential and does not follow the level to the limit.

## The model

Each site carries one orbital, with energy $+\Delta$ on sublattice A and $-\Delta$ on sublattice B. Nearest neighbours are joined by a hopping $-t$, with $\Delta,t>0$. Spin only doubles the occupation, and electrons do not interact. Let $d$ be the bond length, and

$$\mathbf a_1=\sqrt3\,d\,(1,0),\qquad \mathbf a_2=\sqrt3\,d\,(\tfrac12,\tfrac{\sqrt3}{2}).$$

The A site of cell $\mathbf R$ has its B neighbours in cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$. For a Bloch wave the sum over these bonds is

$$f(\mathbf k)=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}.$$

The $2\times2$ Bloch matrix has diagonal $(\Delta,-\Delta)$ and off-diagonal elements $-tf$ and $-tf^*$, so

$$E=\pm\sqrt{\Delta^2+t^2|f|^2}.$$

At the two zone corners $\pm\mathbf K$, where $\mathbf K\cdot\mathbf a_1=2\pi/3$ and $\mathbf K\cdot\mathbf a_2=-2\pi/3$, the three phases cancel and $f=0$. The gap therefore runs from $-\Delta$ to $+\Delta$. The numerical example takes $t=2.5$ eV, $\Delta=1.5$ eV and $d=0.15$ nm as round model values.

## Why the gap stays empty

List the A sites first. For any finite piece of the lattice, with any sites missing,

$$H=\begin{pmatrix}\Delta & M\\ M^\dagger&-\Delta\end{pmatrix},$$

where $M$ contains the hoppings from B to A. In the square, the upper right block is $\Delta M+M(-\Delta)=0$. The lower left block vanishes likewise, leaving

$$H^2=\Delta^2+\begin{pmatrix}MM^\dagger&0\\0&M^\dagger M\end{pmatrix}.$$

Both blocks of the last matrix have non-negative eigenvalues, so $E^2\ge\Delta^2$ for every level. No vacancy pattern can put a level strictly inside the gap. Nothing was assumed about the sizes of the hoppings, so bonds that stretch or shorten around a vacancy do not change this, provided that the site energies stay fixed and hopping still joins only A to B.

Now remove one A site from a periodic cell of $N=L^2$ unit cells. There remain $N-1$ A sites and $N$ B sites. The equation $M\psi=0$ is then $N-1$ conditions on $N$ amplitudes, and it has a nonzero solution. Placing $\psi$ on B and nothing on A gives

$$H\begin{pmatrix}0\\\psi\end{pmatrix}=\begin{pmatrix}M\psi\\-\Delta\psi\end{pmatrix}=-\Delta\begin{pmatrix}0\\\psi\end{pmatrix}.$$

The state has the site energy of the sublattice that carries it. This is the top of the valence band, at $-1.5$ eV in the example. Removing a B site instead gives a state on A at $+1.5$ eV. When $\Delta=0$ both values become zero, which recovers the familiar zero-energy state. The stagger moves that state with its sublattice; it does not open a gap around it.

The remaining levels come in pairs. If $Mv=su$ and $M^\dagger u=sv$ with $s>0$, then $H$ acts on the pair $(u,v)$ as a $2\times2$ matrix with diagonal $(\Delta,-\Delta)$ and off-diagonal $s$, giving $\pm\sqrt{\Delta^2+s^2}$. If $L$ is not a multiple of 3, no allowed wavevector is a zone corner, so the full $M$ is invertible and its rows are independent. Deleting one row leaves $N-1$ independent rows, hence $N-1$ pairs and one unpaired level. For $L=20$ diagonalization gives 399 levels below $-\Delta$, one at $-\Delta$ and 399 above. With one electron per remaining site there are 799 electrons. The lower levels hold 798, and one electron occupies the edge level.

With several vacancies, an excess of $m$ B sites over A sites leaves at least $m$ levels at $-\Delta$. A cell with $L=10$, five A and two B vacancies, and hoppings scaled at random by factors between 0.5 and 1.5 has three levels at $-1.5$ eV and none with $|E|$ below 1.5 eV.

Cells with $L$ a multiple of 3 need care. The corners are then allowed wavevectors, and the pristine cell already has two levels at each edge. The corner waves on A are nonzero at the site to be removed, so its row of $M$ is a linear combination of the others. Deleting it leaves the rank at $N-2$. The number of solutions on B stays $N-(N-2)=2$, while that on A falls to $(N-1)-(N-2)=1$. For $L=12$ the counts at $(-\Delta,+\Delta)$ go from $(2,2)$ to $(2,1)$. The vacancy shows itself as a state missing at the upper edge, although the imbalance between the edges is still one.

## Following a strong impurity to the limit

Let one A site, labelled 0, have an extra energy $W$ in the infinite lattice. With $G=(E-H)^{-1}$ for the pristine lattice, a gap level obeys $(E-H)\phi=W\phi_0|0\rangle$. Hence $\phi=W\phi_0G|0\rangle$, and its component on site 0 gives

$$1=W\,G_{AA}(E).$$

Inverting the Bloch matrix and averaging over the zone,

$$G_{AA}=\left\langle\frac{E+\Delta}{E^2-\Delta^2-t^2|f|^2}\right\rangle=-(E+\Delta)\,I(E),$$

$$I(E)=\left\langle\frac1{\Delta^2-E^2+t^2|f|^2}\right\rangle>0 .$$

In the gap $G_{AA}$ is negative, so $W>0$ gives no gap level. For $W<0$ the condition is $(E+\Delta)I(E)=1/|W|$. The left side rises steadily, because $dG_{AA}/dE=-\langle0|G^2|0\rangle<0$. It starts from zero at $-\Delta$ and diverges at $+\Delta$, so each $W<0$ gives one level. The level is at midgap for

$$W_0=-\frac1{\Delta\,I(0)}=-7.5\ \text{eV},$$

a finite potential. A stronger attraction carries it further down: it lies 1.10 eV above the valence edge for $W=-10$ eV, 0.059 eV for $-100$ eV and 0.0040 eV for $-1000$ eV. A vacancy is the limit $|W|\to\infty$, which requires $G_{AA}=0$, and in the gap this is approached only as $E\to-\Delta$.

The last two numbers differ by a factor of about 15, not 10, because $I$ grows towards the edge. To see how, expand $f$ near $\mathbf K$ with $\mathbf k=\mathbf K+\mathbf q$ and $\omega=e^{2\pi i/3}$:

$$f\simeq-i\left(\omega^*\,\mathbf q\cdot\mathbf a_1+\omega\,\mathbf q\cdot\mathbf a_2\right).$$

The coefficient of $q_x$ in the bracket is $\sqrt3d(\omega^*+\omega/2)=-\sqrt3d(3+i\sqrt3)/4$, and that of $q_y$ is $-i$ times this. Its modulus is $\sqrt3d\cdot\sqrt{12}/4=3d/2$. Hence, with a constant phase $\alpha$,

$$f\simeq v\,e^{i\alpha}(q_x-iq_y),\qquad v=\tfrac32d .$$

The unit cell has area $A_c=\tfrac{3\sqrt3}{2}d^2$. Two corners, integrated up to a cutoff $Q$, give

$$I\simeq2\,\frac{A_c}{4\pi^2}\int_0^Q\frac{2\pi q\,dq}{\Delta^2-E^2+t^2v^2q^2}\simeq\frac{1}{\sqrt3\,\pi t^2}\ln\frac{t^2v^2Q^2}{\Delta^2-E^2},$$

where $A_c/v^2=2/\sqrt3$ was used. The growth is logarithmic, so $(E+\Delta)I$ still vanishes at the edge. From $I=1/[|W|(E+\Delta)]$ the levels imply $I=0.17$ and $0.25\ \text{eV}^{-2}$. The predicted rise is $0.0294\ln14.5=0.08\ \text{eV}^{-2}$, as found.

## A state that is not bound

The energy $-\Delta$ belongs to the band as well as to the vacancy state, so exponential decay cannot be taken for granted. In the infinite lattice the bond sum of $\psi$ must vanish at every A site except the missing one. Fix the scale by setting that one sum to 1:

$$\psi(\mathbf R)+\psi(\mathbf R-\mathbf a_1)+\psi(\mathbf R-\mathbf a_2)=\delta_{\mathbf R,0}.$$

A Fourier transform turns the left side into $f\psi_{\mathbf k}$, so $\psi_{\mathbf k}=1/f(\mathbf k)$. Neither $t$ nor $\Delta$ appears: widening the gap does not make the state more compact.

At large distance the zeros of $f$ dominate. With $q_x-iq_y=qe^{-i\theta}$, and $\mathbf r$ measured from the vacancy at polar angle $\varphi$,

$$\int d^2q\,\frac{e^{i\mathbf q\cdot\mathbf r}}{q_x-iq_y}=2\pi i\,e^{i\varphi}\int_0^\infty J_1(qr)\,dq=\frac{2\pi i\,e^{i\varphi}}{r}.$$

One corner thus contributes an amplitude of modulus

$$\frac{A_c}{4\pi^2}\,\frac{2\pi}{vr}=\frac{\sqrt3\,d}{2\pi r}.$$

The other corner contributes the complex conjugate, because $f(-\mathbf k)=f(\mathbf k)^*$. Their sum is $2\cos(\cdot)$ times this modulus. From cell to cell the phase $\mathbf K\cdot\mathbf R$ changes in steps of $2\pi/3$, over which $\cos^2$ averages to $\tfrac12$. Therefore

$$\overline{r^2\psi^2}=4\cdot\tfrac12\cdot\frac{3d^2}{4\pi^2}=\frac{3d^2}{2\pi^2}=0.152\,d^2 .$$

A lattice sum between 20 and 60 bond lengths from the vacancy gives $0.1518\,d^2$.

With one B site per area $A_c$, the norm $S=\sum\psi^2$ grows as

$$\int\frac{2\pi r\,dr}{A_c}\,\frac{3d^2}{2\pi^2r^2}=\frac{2}{\sqrt3\,\pi}\int\frac{dr}{r},$$

that is, as $0.3676\ln L$ in a cell of side $L$. It diverges slowly. The infinite lattice therefore has a threshold state at the edge, not a normalizable bound state.

The sums bear this out. From $L=200$ to 2000, $S$ rises from 2.1544 to 2.9988, a slope of $0.8444/\ln10=0.3667$. The small deficit comes from a term in $1/L$. Beyond linear order, $|f|^2$ has a part proportional to $q^3\cos3\theta$, which adds a part $\cos3\theta/q$ to $1/|f|^2$. The allowed wavevectors are displaced from the corners, so its sum does not cancel. Solving for this term with a third size, $L=800$, gives a coefficient of 0.423 and a slope of 0.3676. The fitted coefficient still absorbs higher-order terms; summing the $\cos3\theta/q$ part directly over the displaced wavevectors gives 0.419. A cell with the other nonzero remainder on division by 3 has the opposite displacement, hence the opposite sign. This predicts $S=1.8933$ for $L=100$, and the direct sum gives 1.8934.

The weight on the three sites next to the vacancy follows from symmetry. A rotation by $120^\circ$ about the vacancy leaves the defining equation unchanged, and for $L$ not a multiple of 3 its solution is unique. The three amplitudes are then equal, and since they sum to 1 each is $\tfrac13$. Their share of the norm is

$$w=\frac{3\cdot(1/3)^2}{S}=\frac1{3S}.$$

It is 0.25, 0.15 and 0.11 for $L=20$, 200 and 2000. The density added by putting an electron into this level is $\psi^2/S$, so it changes with the cell. This does not make the charged vacancy diffuse. With the level filled, all states below the gap are occupied, and the net charge $-1$, measured against the pristine lattice, is compact: 74% lies on the vacancy and its three neighbours and 98% within $4d$, the same for $L=14$, 20 and 28. It is the neutral cell that depends on size, since it holds this compact charge together with a hole spread as $\psi^2/S$. A correction scheme that takes the neutral cell as a compact reference, or builds its model charge from the defect wavefunction, has no basis for this state.

## What can move the level into the gap

The derivation assumes equal energies within each sublattice. Those on B hold the vacancy state at $-\Delta$; lowering energies on A can pull another level down into the gap, as the attractive impurity did. Suppose the three neighbours of the vacancy are raised by $U$. To first order in a finite cell the level moves by $Uw$. For $L=14$ the derivative found by diagonalization is 0.27613, equal to $w$ to the digits given. In the infinite lattice $w\to0$, and an exact condition is needed.

Let $|s\rangle$ be the equal-amplitude combination of the three neighbours, and $g_s(E)$ the diagonal element on $|s\rangle$ of the resolvent of the vacancy lattice with $U=0$. Restoring the missing site couples it to $|s\rangle$ with strength $-\sqrt3t$. The equation $(E-H)\phi=|0\rangle$ then splits into

$$(E-\Delta)\phi_0+\sqrt3\,t\,\phi_s=1,\qquad \phi_s=-\sqrt3\,t\,g_s\phi_0 .$$

Since $\phi_0=G_{AA}$, elimination of $\phi_s$ gives $1/G_{AA}=E-\Delta-3t^2g_s$, or

$$g_s=\frac1{3t^2}\left[\frac1{(E+\Delta)I(E)}-(\Delta-E)\right].$$

A symmetric level obeys $1=Ug_s(E)$. The vacancy lattice has no levels in the gap, so $g_s$ falls steadily there. It starts from $+\infty$ at $-\Delta$ and ends at zero at $+\Delta$, where $I$ diverges. In the infinite lattice each $U>0$ thus gives one symmetric gap level, and $U<0$ gives none. In a finite cell whose wavevectors miss the zone corners, $I$ stays finite at $+\Delta$, and a very large $U$ can push this level out of the gap.

For $U=0.1$, 0.5 and 2 eV the level stands 0.027, 0.18 and 0.93 eV above the valence edge. The first value is close to the thermal energy at 300 K, 0.026 eV. Even $U=2$ eV leaves the level at $-0.57$ eV, below midgap. Once in the gap the state decays exponentially, over a length of about $tv/\sqrt{\Delta^2-E^2}$, set by the denominator of $I$ in the linear expansion of $f$; lattice corrections amount to a few per cent. For $U=0.5$ eV this is $3.75d/0.72=5.2d$, or 0.8 nm. A cell with $L=20$, whose side is $35d$, gives the same level as the infinite lattice to four decimals in eV.

The other two combinations of the neighbours, with phases $1,\omega,\omega^2$ and their conjugates, do not couple to the missing site. They form a doublet that can also leave the band, but it stays very close to the edge for small $U$: it takes $U=1.09$ eV to place it 0.01 eV above.

Second-neighbour hopping $-t_2$ also breaks the assumption. Let $F$ be the matrix of bond sums, so that $M=-tF$. In the pristine lattice $F^\dagger F$ equals 3 on the diagonal plus 1 for each second-neighbour pair on B, so the new term there is $-t_2(F^\dagger F-3)$. Deleting the row of the missing site gives $F'$, with $F^\dagger F=F'^\dagger F'+3|s\rangle\langle s|$. The new term becomes

$$-t_2F'^\dagger F'+3t_2-3t_2|s\rangle\langle s| .$$

The first part vanishes on the vacancy state. The second shifts it together with the band edge at $\mathbf K$. The third acts on the symmetric combination like a neighbour energy $U=-3t_2$, but does not act on the doublet. To first order the level therefore moves by $-3t_2w$ relative to the edge. For $t_2=-0.1$ eV and $L=20$ this estimate is $0.3\times0.25=0.075$ eV above the edge; diagonalization gives 0.10 eV, the rest being of higher order. For $t_2=+0.1$ eV the same cell has no gap level.

## Reading the result for real layers

A real two-species layer breaks the assumption of unchanged site energies, and the effect need not be small. One elementary charge at the vacancy, seen from a neighbour 0.15 nm away through an assumed dielectric constant of 5, changes an electron's energy by 1.9 eV. If the charge is negative and this energy is treated as a contact term on the three neighbours, it resembles the case $U=2$ eV, which lifts the level by 0.93 eV. That is an indication of scale, not a prediction: the Coulomb potential has a long range, and screening in a thin layer is not described by one constant. Broken in-plane bonds bring further orbitals with levels of their own, which this one-orbital model leaves out, as it does spin polarization.

A gap level found for a real vacancy thus does not contradict the derivation. It has to be traced to terms beyond nearest-neighbour hopping with fixed site energies, and its position depends on their sign and size; the missing site and the staggered energies do not supply it. Most of the computed values quoted here can be found in the numerical output below; the others follow from them by the formulas given or from the same Hamiltonian by direct summation.

## Computed results

```
hopping t = 2.50 eV
stagger D = 1.50 eV, gap 2D = 3.00 eV
A-vacancy level, L=20: -1.500000 eV
B-vacancy level, L=14: 1.500000 eV
A-vacancy level for D=0, L=14: 0.000000 eV
weight on sublattice B, L=20: 1.000000
levels below / at -D / at or above +D, L=20: 399 / 1 / 399
random hoppings, 5 A and 2 B vacancies: min|E| = 1.500000 eV
  number of levels at -D: 3
L=12 levels at (-D,+D), pristine: (2, 2)
L=12 levels at (-D,+D), A vacancy: (2, 1)
neighbour weight from eigenvector, L=20: 0.2510
L=20: norm S = 1.3281, weight w = 0.2510
L=200: norm S = 2.1544, weight w = 0.1547
L=2000: norm S = 2.9988, weight w = 0.1112
slope of S against ln L, L=200 to 2000, uncorrected: 0.36673
slope with 1/L term removed: 0.36756, law 0.36755
constant in S: 0.2049, coefficient of 1/L: 0.423
L=100: norm S = 1.89339, predicted 1.89329
mean r^2|psi|^2 (bond length^2): lattice 0.1518, law 0.1520
impurity energy for a midgap level: W0 = -7.503 eV
W = -10 eV: level -0.4039 eV, above edge 1.0961 eV
W = -100 eV: level -1.4407 eV, above edge 0.0593 eV
W = -1000 eV: level -1.4960 eV, above edge 0.0040 eV
U = 0.1 eV: symmetric level -1.4726 eV, above edge 0.0274 eV
U = 0.5 eV: symmetric level -1.3167 eV, above edge 0.1833 eV
U = 2.0 eV: symmetric level -0.5678 eV, above edge 0.9322 eV
U = 0.5 eV in L=20 cell: above edge 0.1833 eV
U placing doublet 0.01 eV above edge: 1.094 eV
L=14 dE/dU: diagonalized 0.27613, formula w 0.27613
L=14 dE/dt2: diagonalized 2.17162, formula 2.17162
t2 = -0.1 eV, L=20: level above shifted edge 0.1013 eV
t2 = 0.1 eV, L=20: number of gap levels 0
thermal energy at 300 K: 0.0259 eV
bond length 0.15 nm, dielectric constant 5.0
Coulomb energy of one charge at a neighbour: 1.92 eV
```
